**Exact and LSDA exchange holes of the hydrogen atom**

The program tests the closed form exp(−t)(1 + t + t²/3)/(8πa₀³) for the depth of the exact system-averaged exchange hole, where t = 2u/a₀, u is the electron–hole distance and a₀ is the Bohr radius. It asserts that this form agrees with direct integration of the overlap of the density with its displaced copy, and that it gives the exchange energy −5/16 hartree. The LSDA hole shape is compared with a plane-wave integral over the Fermi sphere, and its partial charges and energies with numerical quadrature. Further assertions cover the small-distance curvatures, the inverse-fourth-power tail of the LSDA hole and the two sign changes of the hole difference found in the scanned range. The output gives an LSDA exchange error of 0.0445 hartree (1.21 eV) on the exact density. Distances between about 32 and 217 pm contribute +1.55 eV, and the too-deep LSDA tail beyond them returns 0.33 eV. Resolved by electron position, the error is slightly negative within 29 pm of the nucleus and positive outside.

## Program and output

```python
"""Exchange hole of the hydrogen atom: exact closed form against the LSDA hole.

Result under test: with density n(r) = exp(-2r/a0)/(pi a0^3) the exact
system-averaged exchange hole at electron-hole distance u is
    -exp(-t) (1 + t + t^2/3) / (8 pi a0^3),   t = 2u/a0,
with exchange energy -(5/16) e^2/(4 pi eps0 a0); the LSDA hole gives
-(243/128) (6 pi)^(-2/3) e^2/(4 pi eps0 a0).
Inside the program lengths are in a0 and energies in hartree; hole depths are
positive numbers (minus the hole). The LSDA hole depth at an electron position
is n J(k u), J(x) = 9 j1(x)^2/x^2, k = (6 pi^2 n)^(1/3) (one spin only).
Differences are always LSDA minus exact. Output is converted to pm, eV, nm^-3.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spherical_jn, sici

pi = np.pi
bohr = (4 * pi * const.epsilon_0 * const.hbar**2
        / (const.m_e * const.e**2))
hartree_joule = const.e**2 / (4 * pi * const.epsilon_0 * bohr)
EV = hartree_joule / const.e
PM = bohr * 1e12
PER_NM3 = 1 / (bohr * 1e9)**3
assert abs(bohr / const.physical_constants["Bohr radius"][0] - 1) < 1e-8


def density(r):
    return np.exp(-2 * r) / pi


def fermi_k(n):
    return (6 * pi**2 * n)**(1 / 3)


def gauss(a, b, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


# ---------- exact hole ----------
def exact_hole(u):
    t = 2 * u
    return np.exp(-t) * (1 + t + t**2 / 3) / (8 * pi)


def exact_charge_within(u):
    t = 2 * u
    return 1 - np.exp(-t) * (1 + t + t**2 / 2 + 7 * t**3 / 48 + t**4 / 48)


def exact_energy_within(u):
    t = 2 * u
    return -5 / 16 * (1 - np.exp(-t) * (1 + t + 2 * t**2 / 5 + t**3 / 15))


def shifted_density(r, u, mu):
    return np.exp(-2 * np.sqrt(abs(r*r + u*u + 2*r*u*mu))) / pi


# Overlap of the density with its displaced copy, straight from the definition
for u in (0.4, 1.3, 3.0):
    def overlap(mu, r, u=u):
        return 2 * pi * r * r * density(r) * shifted_density(r, u, mu)
    direct = sum(dblquad(overlap, a, b, -1, 1, epsabs=1e-9, epsrel=1e-8)[0]
                 for a, b in ((0, u), (u, u + 14)))
    assert abs(direct - exact_hole(u)) < 1e-7

for u in (0.5, 2.0, 30.0):
    charge = quad(lambda s: 4 * pi * s**2 * exact_hole(s), 0, u)[0]
    energy = -quad(lambda s: 2 * pi * s * exact_hole(s), 0, u)[0]
    assert abs(charge - exact_charge_within(u)) < 1e-7
    assert abs(energy - exact_energy_within(u)) < 1e-7
exact_energy = -quad(lambda s: 2 * pi * s * exact_hole(s), 0, 40)[0]
assert abs(exact_energy + 5 / 16) < 1e-7


# ---------- uniform-gas hole ----------
def gas_shape(x):
    return 9 * (spherical_jn(1, x) / x)**2


def gas_energy_fraction(x):
    return 1 - spherical_jn(0, x)**2 - spherical_jn(1, x)**2


def gas_charge_fraction(x):
    j0, j1 = spherical_jn(0, x), spherical_jn(1, x)
    return 2 / pi * (sici(2 * x)[0] - x * (2 * j0**2 + j1**2))


# Shape from a sum of plane waves over the filled Fermi sphere
q_node, q_weight = gauss(0, 1, 50)
mu_node, mu_weight = gauss(-1, 1, 50)
for x in (0.7, 3.0, 9.0):
    waves = np.cos(x * np.outer(q_node, mu_node))
    amplitude = 1.5 * (q_weight * q_node**2) @ waves @ mu_weight
    assert abs(amplitude**2 - gas_shape(x)) < 1e-11
    first = quad(lambda y: y * gas_shape(y), 0, x)[0]
    second = quad(lambda y: y**2 * gas_shape(y), 0, x)[0]
    assert abs(first - 9 / 4 * gas_energy_fraction(x)) < 1e-7
    assert abs(2 / (3 * pi) * second - gas_charge_fraction(x)) < 1e-7

# ---------- LSDA hole averaged over the atom ----------
r_node, r_weight = gauss(0, 30, 1500)
n_node = density(r_node)
k_node = fermi_k(n_node)
volume = 4 * pi * r_node**2 * r_weight


def lsda_hole(u):
    x = np.outer(np.atleast_1d(u), k_node)
    return gas_shape(x) @ (volume * n_node**2)


def lsda_charge_within(u):
    return np.sum(volume * n_node * gas_charge_fraction(k_node * u))


def lsda_energy_within(u):
    local = -9 * pi / 2 * n_node**2 / k_node**2
    return np.sum(volume * local * gas_energy_fraction(k_node * u))


lsda_energy = -243 / 128 * (6 * pi)**(-2 / 3)
tail_coefficient = (9 / 2 * (6 * pi**2)**(-4 / 3)
                    * np.sum(volume * n_node**(2 / 3)))
far = 40.0
u_node, u_weight = gauss(0, far, 400)
hole_node = lsda_hole(u_node)
inner_energy = -np.sum(u_weight * 2 * pi * u_node * hole_node)
inner_charge = np.sum(u_weight * 4 * pi * u_node**2 * hole_node)
assert abs(inner_energy - lsda_energy_within(far)) < 1e-7
assert abs(inner_charge - lsda_charge_within(far)) < 1e-7
# Beyond "far" only the leading inverse-fourth-power tail is added
assert abs(inner_energy - pi * tail_coefficient / far**2 - lsda_energy) < 1e-5
assert abs(inner_charge + 4 * pi * tail_coefficient / far - 1) < 1e-3
tail_ratio = lsda_hole(80.0)[0] * 80.0**4 / tail_coefficient
assert abs(tail_ratio - 1) < 0.02

# Value and curvature at small distance
on_top = 1 / (8 * pi)
assert abs(lsda_hole(1e-5)[0] - on_top) < 1e-9
step = 0.02
curve_exact = 2 / 3
curve_lsda = 27 / 320 * (6 * pi)**(2 / 3)
assert abs((1 - exact_hole(step) / on_top) / step**2 - curve_exact) < 1e-3
assert abs((1 - lsda_hole(step)[0] / on_top) / step**2 - curve_lsda) < 1e-3


# ---------- where the error arises: electron-hole distance ----------
def hole_difference(u):
    return lsda_hole(u)[0] - exact_hole(u)


scan = np.geomspace(0.05, 60, 600)
signs = np.sign(lsda_hole(scan) - exact_hole(scan))
change = np.nonzero(signs[1:] != signs[:-1])[0]
assert len(change) == 2 and signs[0] > 0 and signs[-1] > 0
cross_in, cross_out = [brentq(hole_difference, scan[i], scan[i + 1])
                       for i in change]
peak = minimize_scalar(lambda u: u * hole_difference(u),
                       bounds=(cross_in, cross_out), method="bounded").x

charge_cum = [0.0] + [lsda_charge_within(u) - exact_charge_within(u)
                      for u in (cross_in, cross_out)] + [0.0]
total_error = lsda_energy - exact_energy
energy_cum = [0.0] + [lsda_energy_within(u) - exact_energy_within(u)
                      for u in (cross_in, cross_out)] + [total_error]
charge_part = np.diff(charge_cum)
energy_part = np.diff(energy_cum)
effective_distance = -0.5 * charge_part / energy_part
u_mid, w_mid = gauss(cross_in, cross_out, 80)
mid_difference = lsda_hole(u_mid) - exact_hole(u_mid)
assert abs(-np.sum(w_mid * 2*pi*u_mid * mid_difference)
           - energy_part[1]) < 1e-7
assert energy_part[0] < 0 < energy_part[1] and energy_part[2] < 0
assert charge_part[2] > charge_part[0] > 0
assert effective_distance[0] < effective_distance[1] < effective_distance[2]


# ---------- where the error arises: electron position ----------
def exact_per_electron(r):
    return -(1 - (1 + r) * np.exp(-2 * r)) / (2 * r)


def lsda_per_electron(r):
    n = density(r)
    return -9 * pi / 2 * n / fermi_k(n)**2


def position_difference(r):
    return lsda_per_electron(r) - exact_per_electron(r)


r_test = 0.8
attraction = sum(dblquad(
    lambda mu, u: pi * u * shifted_density(r_test, u, mu),
    a, b, -1, 1, epsabs=1e-9, epsrel=1e-8)[0]
    for a, b in ((0, r_test), (r_test, 16)))
assert abs(attraction + exact_per_electron(r_test)) < 1e-7
gas_direct = -2 * pi * density(r_test) * quad(
    lambda u: u * gas_shape(fermi_k(density(r_test)) * u), 0, 60, limit=400)[0]
assert abs(gas_direct - lsda_per_electron(r_test)) < 1e-3  # cut tail at 60 a0

r_scan = np.linspace(0.02, 20, 2000)
r_sign = np.sign(position_difference(r_scan))
r_change = np.nonzero(r_sign[1:] != r_sign[:-1])[0]
assert len(r_change) == 1 and r_sign[0] < 0
r_cross = brentq(position_difference, r_scan[r_change[0]],
                 r_scan[r_change[0] + 1])


def position_weighted(r):
    return 4 * pi * r**2 * density(r) * position_difference(r)


near_part = quad(position_weighted, 0, r_cross)[0]
outer_part = quad(position_weighted, r_cross, 30)[0]
assert abs(near_part + outer_part - total_error) < 1e-7
electron_near = quad(lambda r: 4 * pi * r**2 * density(r), 0, r_cross)[0]

# ---------- contrast: two half-filled spin channels ----------
n_half = n_node / 2
lda_energy = 2 * np.sum(volume * (-9*pi/2) * n_half**2 / fermi_k(n_half)**2)
assert abs(lda_energy - 2**(-1 / 3) * lsda_energy) < 1e-9
assert abs(total_error - 0.044) < 0.001

# ---------- printed numbers ----------
print(f"Bohr radius a0 = {PM:.4f} pm")
print(f"hartree = {EV:.5f} eV")
for name, value in (("exact exchange energy", exact_energy),
                    ("LSDA exchange energy", lsda_energy),
                    ("LSDA minus exact", total_error),
                    ("unpolarised LDA exchange energy", lda_energy),
                    ("unpolarised LDA minus exact",
                     lda_energy - exact_energy)):
    print(f"{name} = {value * EV:.4f} eV = {value:.5f} hartree")
print(f"relative LSDA error = {100 * total_error / abs(exact_energy):.2f} %")
print(f"depth of both averaged holes at u=0 = {on_top * PER_NM3:.2f} nm^-3")
print(f"relative curvature coefficient, exact = {curve_exact:.4f} (per a0^2)")
print(f"relative curvature coefficient, LSDA = {curve_lsda:.4f} (per a0^2)")
print("averaged hole depths in nm^-3:")
for distance in (25, 50, 100, 150, 200, 300):
    u = distance / PM
    print(f"  u = {distance} pm: exact {exact_hole(u) * PER_NM3:.3f}, "
          f"LSDA {lsda_hole(u)[0] * PER_NM3:.3f}")
print(f"LSDA tail coefficient C = {tail_coefficient:.5f} a0")
print(f"LSDA hole at u=80 a0 over C/u^4 = {tail_ratio:.4f}")
print(f"inner crossing = {cross_in * PM:.2f} pm = {cross_in:.4f} a0")
print(f"outer crossing = {cross_out * PM:.2f} pm = {cross_out:.4f} a0")
print(f"largest energy-error density at u = {peak * PM:.2f} pm")
for name, dq, de, d in zip(("inner region", "middle shell", "tail"),
                           charge_part, energy_part, effective_distance):
    print(f"{name}: excess hole charge {dq:+.5f} e, "
          f"energy {de * EV:+.4f} eV")
    print(f"  effective distance {d * PM:.2f} pm")
print(f"sum of the three energies = {sum(energy_part) * EV:.4f} eV")
for name, u in (("inner", cross_in), ("outer", cross_out)):
    print(f"hole charge within {name} crossing: exact "
          f"{exact_charge_within(u):.5f}, LSDA {lsda_charge_within(u):.5f}")
print(f"electron position where the error changes sign = "
      f"{r_cross * PM:.2f} pm")
print(f"electron fraction inside that radius = {electron_near:.4f}")
print(f"error from electron positions inside = {near_part * EV:+.4f} eV")
print(f"error from electron positions outside = {outer_part * EV:+.4f} eV")
print("all good")
```

Running it gives:

```
Bohr radius a0 = 52.9177 pm
hartree = 27.21139 eV
exact exchange energy = -8.5036 eV = -0.31250 hartree
LSDA exchange energy = -7.2937 eV = -0.26804 hartree
LSDA minus exact = 1.2099 eV = 0.04446 hartree
unpolarised LDA exchange energy = -5.7890 eV = -0.21274 hartree
unpolarised LDA minus exact = 2.7146 eV = 0.09976 hartree
relative LSDA error = 14.23 %
depth of both averaged holes at u=0 = 268.51 nm^-3
relative curvature coefficient, exact = 0.6667 (per a0^2)
relative curvature coefficient, LSDA = 0.5976 (per a0^2)
averaged hole depths in nm^-3:
  u = 25 pm: exact 234.062, LSDA 235.070
  u = 50 pm: exact 165.550, LSDA 158.667
  u = 100 pm: exact 58.499, LSDA 39.275
  u = 150 pm: exact 16.105, LSDA 9.435
  u = 200 pm: exact 3.865, LSDA 3.177
  u = 300 pm: exact 0.176, LSDA 0.649
LSDA tail coefficient C = 0.09637 a0
LSDA hole at u=80 a0 over C/u^4 = 1.0037
inner crossing = 31.84 pm = 0.6016 a0
outer crossing = 217.34 pm = 4.1071 a0
largest energy-error density at u = 103.20 pm
inner region: excess hole charge +0.00010 e, energy -0.0036 eV
  effective distance 21.06 pm
middle shell: excess hole charge -0.24293 e, energy +1.5463 eV
  effective distance 113.12 pm
tail: excess hole charge +0.24283 e, energy -0.3328 eV
  effective distance 525.30 pm
sum of the three energies = 1.2099 eV
hole charge within inner crossing: exact 0.03183, LSDA 0.03194
hole charge within outer crossing: exact 0.94080, LSDA 0.69798
electron position where the error changes sign = 29.22 pm
electron fraction inside that radius = 0.1005
error from electron positions inside = -0.0757 eV
error from electron positions outside = +1.2855 eV
all good
```
